\section*{Extrapolating thermal conductivity from finite samples with a broad mean-free-path spectrum}

\section*{One path length}

\textbf{Q.} I simulate a bar of length $L$ between a hot and a cold bath and obtain a conductivity $\kappa(L)$ that grows with $L$. I then plot $1/\kappa$ against $1/L$, draw a straight line, and read the bulk value at $1/L=0$. What justifies the line?

\textbf{A.} A model in which all phonons have the same mean free path. Let $q$ be the heat flux and $\Delta T$ the full temperature difference between the baths, and define $\kappa(L)=qL/\Delta T$. If you use the gradient in the middle of the bar instead, you measure a different curve. I take small $\Delta T$ and baths that absorb every phonon reaching them.

Let $J_+$ and $J_-$ be the heat currents carried towards the cold and the hot end. Scattering turns one into the other over a backscattering length $\ell$. The forward current loses $J_+/\ell$ per unit length and gains $J_-/\ell$. The backward current obeys the same rule along $-x$, so
\begin{equation}
\frac{dJ_+}{dx}=-\frac{J_+-J_-}{\ell},\qquad
\frac{dJ_-}{dx}=-\frac{J_+-J_-}{\ell}.
\end{equation}
Subtracting shows that the net current $J=J_+-J_-$ is constant. Hence $J_+(x)=J_+(0)-Jx/\ell$. Measuring temperature from the cold bath, nothing enters at the cold end: $J_-(L)=0$, so $J_+(L)=J$. Therefore
\begin{equation}
J=J_+(0)-\frac{JL}{\ell}\quad\Rightarrow\quad
\frac{J}{J_+(0)}=\frac{\ell}{\ell+L}.
\end{equation}

With heat capacity $C$ per volume, speed $v$ and isotropic directions ($\mu$ is the direction cosine), the hot bath emits
\begin{equation}
J_+(0)=Cv\,\Delta T\;\frac12\int_0^1\mu\,d\mu=\frac{Cv}{4}\Delta T .
\end{equation}
Multiplying the net current by $L/\Delta T$ gives
\begin{equation}
\kappa(L)=\frac{Cv}{4}\,\frac{\ell L}{\ell+L}.
\end{equation}
For $L\to\infty$ this tends to $Cv\ell/4$. It must equal the diffusive value $\kappa_\infty=Cv\Lambda/3$, where $\Lambda$ is the mean free path, so $\ell=4\Lambda/3$. Then
\begin{equation}
\frac{1}{\kappa(L)}=\frac{1}{\kappa_\infty}\left(1+\frac{\ell}{L}\right),
\end{equation}
which is your straight line. Giving every direction the same $\ell$ is an approximation. With one mean free path and all angles kept, the curve is not exactly straight; it is nearly so as long as the bars are not much shorter than $\Lambda$.

\section*{Many path lengths}

\textbf{Q.} Real phonons have many mean free paths. Why does that not just replace $\ell$ by an average?

\textbf{A.} Because conductances add, not resistances. Suppose that each group of phonons keeps its identity and crosses the bar independently. Let $E[\cdot]$ denote an average weighted by each group's share of $\kappa_\infty$. With $x=1/L$ from here on,
\begin{equation}
\kappa=\kappa_\infty\,g(x),\qquad g=E[s],\qquad s=\frac{1}{1+\ell x}.
\end{equation}
Long paths are suppressed in short bars and come into play as $L$ grows, so the effective average path itself changes with $L$.

The curvature has a definite sign. Let $R=1/\kappa$. From $s'=-\ell s^2$ and $s''=2\ell^2s^3$,
\begin{equation}
\begin{aligned}
\kappa_\infty R''&=\frac{2g'^2}{g^3}-\frac{g''}{g^2}\\
&=\frac{2}{g^3}\left(E[\ell s^2]^2-E[s]\,E[\ell^2s^3]\right)\le 0 .
\end{aligned}
\end{equation}
The inequality is that of Cauchy and Schwarz, applied to the product $\ell s^2=s^{1/2}\cdot\ell s^{3/2}$. Equality requires the ratio of the two factors, $\ell s=\ell/(1+\ell x)$, to be the same for all groups, which means a single $\ell$. Any spread bends the curve downwards as $x$ increases.

\textbf{Q.} By how much does the extrapolation miss?

\textbf{A.} Take the tangent at one length. Its intercept is $R-xR'$, with $\kappa_\infty R'=-g'/g^2$. Since $1-s=\ell x s$, we have $xg'=-E[\ell x s^2]=-E[s(1-s)]$. Thus
\begin{equation}
\begin{aligned}
\kappa_\infty(R-xR')&=\frac1g+\frac{xg'}{g^2}\\
&=\frac{E[s]-E[s]+E[s^2]}{E[s]^2}=\frac{E[s^2]}{E[s]^2}.
\end{aligned}
\end{equation}
The extrapolated conductivity is the inverse of this intercept:
\begin{equation}
\frac{\kappa_{\rm tan}}{\kappa_\infty}=\frac{E[s]^2}{E[s^2]}
=\frac{1}{1+\mathrm{Var}(s)/E[s]^2}.
\label{eq:tan}
\end{equation}
What matters is how unequally the bar suppresses the groups, not the mere presence of suppression.

\textbf{Q.} I fit several points by least squares. Could the errors cancel?

\textbf{A.} Not for noise-free data in this model. Let $d(x)$ be the curve minus the fitted line. Least squares imposes $\sum d_i=0$ and $\sum x_id_i=0$. If the $d_i$ changed sign just once, at $x_*$, all nonzero terms of $\sum(x_i-x_*)d_i$ would have one sign and could not add to zero. There are therefore at least two sign changes. A strictly concave $d$ has at most two zeros, so the pattern is $-,+,-$. To the left of the first zero $d$ is negative, including at $x=0$. The line lies above the true $R(0)$, and the fitted bulk conductivity is too low. For two points the same follows from a chord of a concave curve.

\textbf{Q.} So a broad spectrum is enough to ruin the method?

\textbf{A.} No. If all $\ell\ll L$, then $s\simeq1-\ell x$, and \eqref{eq:tan} gives
\begin{equation}
\frac{\kappa_{\rm tan}}{\kappa_\infty}\simeq1-\frac{\mathrm{Var}(\ell)}{L^2}.
\end{equation}
As an example, let $\ell$ run from 1 to 10~nm with equal weight per logarithmic interval. A line through bars of 50, 100, 200 and 400~nm returns 0.9995 of the bulk value. The spectrum spans a factor of ten, but these bars resolve all of it. Failure needs appreciable heat carried by paths comparable with, or longer than, the bars.

\section*{A spectrum with a long tail}

\textbf{Q.} Can you give me a case where that happens?

\textbf{A.} Take three acoustic branches with one sound speed $v$, a Debye cutoff $\omega_m$, and $\Lambda=\Lambda_m(\omega_m/\omega)^2$. The power law is an assumption of the model. Classical molecular dynamics gives each mode the heat capacity $k_B$. With the density of states $3\omega^2/(2\pi^2v^3)$,
\begin{equation}
\begin{aligned}
\kappa_\infty&=\frac13\int_0^{\omega_m}\frac{3\omega^2}{2\pi^2v^3}\,k_B\,v\,
\frac{\Lambda_m\omega_m^2}{\omega^2}\,d\omega\\
&=\frac{k_B\Lambda_m\omega_m^3}{2\pi^2v^2}=3nk_Bv\Lambda_m .
\end{aligned}
\end{equation}
The last step uses $\omega_m^3=6\pi^2nv^3$, where $n$ is the number of primitive cells per volume. The frequency cancels in the integrand, so each equal interval of $u=\omega/\omega_m$ carries the same share of heat. In particular, half is carried by $u<1/2$, where $\Lambda>4\Lambda_m$.

Set $\eta^2=4\Lambda_m/(3L)$. Then $\ell/L=\eta^2/u^2$, and
\begin{equation}
\frac{\kappa(L)}{\kappa_\infty}=\int_0^1\frac{u^2\,du}{u^2+\eta^2}
=1-\eta\arctan\frac1\eta .
\label{eq:curve}
\end{equation}
For the tangent we also need $E[s^2]$. Writing $u^2=(u^2+\eta^2)-\eta^2$ and squaring,
\begin{equation}
\begin{aligned}
E[s^2]&=\int_0^1\left[1-\frac{2\eta^2}{u^2+\eta^2}
+\frac{\eta^4}{(u^2+\eta^2)^2}\right]du\\
&=1-\frac32\,\eta\arctan\frac1\eta+\frac{\eta^2}{2(1+\eta^2)},
\end{aligned}
\end{equation}
because the last integral, without its factor $\eta^4$, is $1/[2\eta^2(1+\eta^2)]+\arctan(1/\eta)/(2\eta^3)$.

\textbf{Q.} Does the line at least become good for long bars?

\textbf{A.} It does, but slowly. For small $\eta$, $\arctan(1/\eta)\simeq\pi/2$, so
\begin{equation}
\begin{aligned}
\frac{\kappa(L)}{\kappa_\infty}&\simeq1-\frac{\pi\eta}{2},\\
\frac{\kappa_{\rm tan}}{\kappa_\infty}&\simeq
\frac{1-\pi\eta}{1-3\pi\eta/4}\simeq1-\frac{\pi\eta}{4}.
\end{aligned}
\end{equation}
The deficit falls as $L^{-1/2}$, and the tangent removes half of it. The reason is visible in $\kappa_\infty R\simeq1+c\sqrt{x}$, with $c$ a constant: subtracting $x$ times the slope removes $c\sqrt{x}/2$. The average of $\ell$ diverges at low frequency, so the curve has infinite slope at the origin and no straight initial part.

In the opposite limit $\eta\gg1$, $s\simeq u^2/\eta^2$, and
\begin{equation}
\frac{\kappa_{\rm tan}}{\kappa_\infty}\to
\frac{\left(\int_0^1u^2du\right)^2}{\int_0^1u^4du}=\frac{1/9}{1/5}=\frac59 .
\end{equation}
Very short bars thus give a steady intercept at the wrong value.

\section*{Numbers}

\textbf{Q.} What would I see with realistic lengths?

\textbf{A.} Choose values roughly like silicon at 300~K: $v=6400$~m/s, $n=2.5\times10^{28}$~m$^{-3}$ and $\Lambda_m=20$~nm. The heat capacity is $3nk_B=1.035\times10^6$~J/(m$^3$\,K), so
\begin{equation}
\kappa_\infty=1.035\times10^6\times6400\times20\times10^{-9}
=132\ \mathrm{W/(m\,K)}.
\end{equation}
For $L=400$~nm, $\eta=\sqrt{26.67/400}=0.258$. Equation \eqref{eq:curve} gives $\kappa/\kappa_\infty=0.660$, or 87.4~W/(m\,K). The four bars give
\begin{center}
\begin{tabular}{ccc}
$L$ (nm) & $\kappa$ (W/(m\,K)) & $\kappa/\kappa_\infty$\\
50 & 41.6 & 0.3135\\
100 & 57.7 & 0.4350\\
200 & 73.5 & 0.5543\\
400 & 87.4 & 0.6597
\end{tabular}
\end{center}
The least-squares line through all four points gives 101~W/(m\,K), which is 24\% below the model's true bulk value. Dropping the two shortest bars helps a little. Since $1/L$ doubles from 400 to 200~nm, the intercept is twice the first ordinate minus the second:
\begin{equation}
\frac{2}{0.6597}-\frac{1}{0.5543}=1.2276,\qquad \frac{1}{1.2276}=0.815 .
\end{equation}
The tangent at 400~nm gives 0.836. To bring the tangent error down to 5\% of $\kappa_\infty$, the bar must be 5.9~$\mu$m long.

\textbf{Q.} Surely a fit that bad would look bad?

\textbf{A.} It does not. The line has $R^2=0.998$, and its largest residual is 2.3\% of the local value of $1/\kappa$. Noise of a few per cent would hide the curvature. The quality of a fit inside the window says little about the curve between the longest bar and $1/L=0$.

A better sign is drift. Since $d(R-xR')/dx=-xR''\ge0$, the extrapolated conductivity rises as longer bars are used, here from 0.761 to 0.815 when the short ones are dropped. For a single $\ell$ it would stay put. A steady value is not proof of convergence, however, as the $5/9$ limit shows.

\textbf{Q.} Can I fit a better function to the same data?

\textbf{A.} If the low-frequency law is $\omega^{-2}$, the expansion of the inverse of \eqref{eq:curve} for long bars begins with terms in $1$, $L^{-1/2}$ and $L^{-1}$. Fitting these three to the four points yields 0.952 of the true value. The single-path law is contained in this form, so it is not spoiled. The price is noise. With independent 1\% noise on each $1/\kappa$, the standard deviation of the intercept is 1.3\% for the line but 8.9\% for the three-term fit, each relative to its own intercept. You trade a 24\% bias for a 5\% bias and a much larger scatter. With the same density of states but $\Lambda\propto\omega^{-p}$, the square root is replaced by $L^{-(3-p)/p}$ for $3/2<p<3$. For $p<3/2$ the leading correction is $1/L$ itself, and the straight line becomes good once the bars are long enough.

\section*{What the model leaves out}

\textbf{Q.} You assumed that phonon groups do not exchange energy. Does the failure survive if they do?

\textbf{A.} It does in the following Boltzmann model. Let $I_j(x,\mu)$ be the intensity of group $j$, in temperature units. All groups relax towards one local temperature $T(x)$, fixed by energy balance:
\begin{equation}
\begin{gathered}
\mu\Lambda_j\frac{\partial I_j}{\partial x}=T-I_j,\\
\sum_j\frac{C_jv_j}{\Lambda_j}\left(T-\frac12\int_{-1}^1I_j\,d\mu\right)=0 .
\end{gathered}
\end{equation}
This keeps all angles and makes no use of the factor $s$. I solved it numerically at the same four lengths, once for the broad spectrum and once for a single path of 80~nm, the value above which half of the broad spectrum's heat is carried. At 50~nm both are suppressed alike, to 0.306 and 0.309 of their bulk values. Yet the straight line recovers 0.991 of the bulk value for the single path and 0.772 for the broad spectrum. At these lengths the spread of paths, not the size effect as such, causes the failure. A single path is not immune when it is much longer than the bars, because different directions then act like different paths. For $L\ll\Lambda$ a fraction $\int_0^1 2\mu\,(L/\mu\Lambda)\,d\mu=2L/\Lambda$ of the emitted current is scattered and half of it returns, so the transmission is $1-L/\Lambda$. Then $\kappa_\infty R\simeq 4\Lambda/(3L)+4/3$, and the line tends to $3/4$ of the bulk value. The three-term fit gives about 0.98 for the broad case.

\textbf{Q.} How close is this to real silicon?

\textbf{A.} Close enough to show that the effect can be large, not to supply a correction factor. In particular, the model's tail is too short: half of its heat is carried by paths above 80~nm, whereas in silicon at room temperature the corresponding path is several hundred nanometres or more. Stretching every path in the model by the same factor has the same effect on the recovered fraction as shortening every bar, and the line then misses more. The breadth of the real spectrum matters too, so the median path alone does not fix the error. The bulk conductivity of silicon at room temperature is roughly 150~W/(m\,K), and 6400~m/s lies between its transverse and longitudinal sound speeds. The assumption that moves the result most, of those I sized, is the straight dispersion. In a crystal the branches flatten at short wavelengths. Replace $\omega=vk$ by a sine branch that has the same long-wave speed and is flat at the largest wavenumber. Keep the scattering rate the same multiple of $\omega^2$, and let each path be the group velocity divided by that rate. This lowers the model's bulk value to 0.564 of the original, and the line then recovers just 0.631 of that new value. The long waves keep their heat while the short ones lose theirs, so the tail has a larger share. Quantum heat capacity, which real silicon has and classical simulation lacks, lowers the bulk value to 0.913 of the classical one, and the line recovers 0.744 of that.

\textbf{Q.} And the finite simulation cell?

\textbf{A.} A periodic cross-section 5~nm wide allows only discrete transverse waves. If every wave keeps the direction-averaged $\ell=4\Lambda/3$, that changes $\kappa$ at 400~nm by 0.5\%, and the line recovers 0.765 instead of 0.761 of the bulk value of a wide crystal. The change is small only because these bars are short. Waves with no transverse component form a one-dimensional channel, whose contribution is proportional to $\int_0^1du/(u^2+\eta^2)=\arctan(1/\eta)/\eta$. For long bars this grows as $\sqrt L$, so with $\Lambda\propto\omega^{-2}$ a narrow cell has no finite bulk value at all. Waves too long to fit in the bar, those with wavelength above $2L$, carry a negligible part of its heat in the isotropic count, below 0.0001\%, because the bar already suppresses them strongly. In the narrow cell the one-dimensional channel makes their share larger, though it remains small at these lengths. I have not sized how the cell changes the scattering rates themselves, nor the effect of baths that reflect phonons.

For your own data, the straight line is safe when the paths that carry most of the heat, including the tail that matters at your target accuracy, are short compared with your bars. If you cannot establish that, report the fitted value as an extrapolation that is biased low within this picture, and show how it moves when the shortest bars are removed. The sign of the bias was shown for $\kappa$ defined with the full temperature difference between the baths; with the gradient in the middle of the bar it is not guaranteed. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
Sound speed: 6400 m/s
Primitive cell density: 2.50e+28 1/m^3
Temperature: 300 K
Shortest mean free path: 20.0 nm
Shortest backscattering length: 26.67 nm
Cutoff angular frequency: 7.294e+13 rad/s
Classical heat capacity: 1.035e+06 J/(m^3 K)
True bulk conductivity of model: 132.5 W/(m K)
Share carried by paths above 400 nm: 22.3 %
L = 50 nm: eta = 0.7303, kappa = 41.6 W/(m K), ratio to bulk = 0.3135
L = 100 nm: eta = 0.5164, kappa = 57.7 W/(m K), ratio to bulk = 0.4350
L = 200 nm: eta = 0.3651, kappa = 73.5 W/(m K), ratio to bulk = 0.5543
L = 400 nm: eta = 0.2582, kappa = 87.4 W/(m K), ratio to bulk = 0.6597
Line fit, four lengths: bulk = 100.8 W/(m K)
Line fit, four lengths: ratio to true bulk = 0.7607
Line fit: R squared = 0.9980
Line fit: largest relative residual = 2.3 %
Line through two longest: ratio to bulk = 0.8146
Tangent at 400 nm: ratio to bulk = 0.8356
Length for 5 % tangent error: 5.91 um
Long-sample deficit left by tangent: 0.5000 of deficit
Short-sample tangent limit: ratio to bulk = 0.5556
Fit with inverse root of L: ratio to bulk = 0.9515
Intercept noise per 1 % data noise, line: 1.27 %
Intercept noise per 1 % data noise, root fit: 8.93 %
Broad but short paths (ell 1-10 nm), line: ratio = 0.9995
Boltzmann, single path 80 nm, line: ratio = 0.9912
Boltzmann, L = 50 nm: single path ratio = 0.3088, broad ratio = 0.3062
Boltzmann, L = 100 nm: single path ratio = 0.4694, broad ratio = 0.4291
Boltzmann, L = 200 nm: single path ratio = 0.6378, broad ratio = 0.5527
Boltzmann, L = 400 nm: single path ratio = 0.7788, broad ratio = 0.6636
Boltzmann, broad spectrum, line: ratio = 0.7721
Boltzmann, broad spectrum, root fit: ratio = 0.9845
Quantum/classical bulk conductivity: 0.9132
Quantum heat capacity, line: ratio to own bulk = 0.7436
Bent/straight dispersion bulk conductivity: 0.5638
Bent dispersion, line: ratio to own bulk = 0.6307
Cross-section width of narrow cell: 5.0 nm
Narrow cell, change of kappa at 400 nm: 0.52 %
Narrow cell, line: ratio to bulk = 0.7648
Waves too long for sample, largest loss: 0.0000 %
\end{verbatim}
